\section*{Lloyd's formula and the Friedel sum rule from a local determinant}

\section{A number to explain}

An infinite tight-binding chain has hopping $-t$ between neighbours. On three adjacent sites, numbered 0, 1 and 2, the levels are shifted by $-0.5t$, $-1.0t$ and $-0.3t$, and the two hopping matrix elements between them are changed by $+0.2t$ and $+0.1t$, to $-0.8t$ and $-0.9t$. One bound state appears below the band, at $-2.2175\,t$. It has 0.750 of its weight on the three sites and 0.250 in tails outside. Yet a $3\times3$ determinant, built from quantities on these three sites alone, gives $1.000000$ for the number of states gained below an energy that lies between the bound level and the band. How can it count what lies outside?

Throughout, $H=H_0+V$ with $V$ Hermitian and independent of energy. Both Hamiltonians act in the same space with the same orthonormal basis. The resolvents are $G_0(z)=(z-H_0)^{-1}$ and $G(z)=(z-H)^{-1}$, and $\Delta N(E)$ is the change in the number of states below $E$, per spin until spin is introduced.

\section{One perturbed site}

Take first $V=U|0\rangle\langle0|$. From $(z-H_0)G=1+VG$ follows $G=G_0+G_0VG$. Its matrix element between $\langle0|$ and any state gives $\langle0|G=\langle0|G_0/(1-Ug)$, with $g(z)=\langle0|G_0(z)|0\rangle$. Hence
\begin{equation}
G-G_0=\frac{U\,G_0|0\rangle\langle0|G_0}{1-Ug},\qquad
\mathrm{Tr}(G-G_0)=\frac{U\langle0|G_0^2|0\rangle}{1-Ug}.
\end{equation}
The trace runs over every site of the chain. Since $dG_0/dz=-G_0^2$, the numerator is $-Ug'$, and
\begin{equation}
\mathrm{Tr}(G-G_0)=\frac{-Ug'}{1-Ug}=\frac{d}{dz}\ln(1-Ug).
\label{eq:one}
\end{equation}
This answers the question in the simplest case. The sum over distant sites is $\langle0|G_0^2|0\rangle=\sum_n\langle0|G_0|n\rangle\langle n|G_0|0\rangle$, and it is the energy derivative of a quantity on site 0.

To turn the trace into a count, expand $G$ in eigenstates and use $\mathrm{Im}\,(x+i0)^{-1}=-\pi\delta(x)$. The change in the density of states is
\begin{equation}
\Delta n(E)=-\frac1\pi\,\mathrm{Im}\,\mathrm{Tr}\,[G-G_0](E+i0),
\label{eq:dos}
\end{equation}
and integration from $-\infty$, where $g\to0$, gives $\Delta N=-\frac1\pi\mathrm{Im}\ln(1-Ug)$.

\textbf{Weak limit.} For $|Ug|\ll1$, which excludes energies where $g$ diverges, $\Delta N\simeq\frac{U}{\pi}\mathrm{Im}\,g=-U\rho_0(E)$, where $\rho_0=-\frac1\pi\mathrm{Im}\,g$ is the local density of states. Attraction, $U<0$, pulls states below $E$, as it should.

\textbf{The chain.} The equation for $G_0$ is $zG_n+t(G_{n+1}+G_{n-1})=\delta_{n0}$. For $n\neq0$ it is solved by $G_n=g\lambda^{|n|}$ with $\lambda+1/\lambda=-z/t$ and $|\lambda|<1$, so that $2t\lambda=-z+\sqrt{z^2-4t^2}$, the root behaving as $z$ at large $z$. At $n=0$, $g(z+2t\lambda)=1$, hence
\begin{equation}
g(z)=\frac1{\sqrt{z^2-4t^2}},\qquad
g(E+i0)=\frac{-i}{\sqrt{4t^2-E^2}}\quad(|E|<2t).
\label{eq:g}
\end{equation}

\textbf{Bound state.} Below the band $g=-1/\sqrt{E^2-4t^2}$. For $U<0$ the factor $1-Ug$ vanishes at $E_b=-\sqrt{4t^2+U^2}$. Near it, $1-Ug\simeq-Ug'(E_b)\,(E-E_b+i0)$. Because $g'=-\langle0|G_0^2|0\rangle<0$ there, the coefficient $-Ug'$ is negative. As $E$ rises through $E_b$, the factor goes from positive to negative with an infinitesimal negative imaginary part, its phase falls from $0$ to $-\pi$, and $\Delta N$ rises by one.

\textbf{Band edge.} Inside the band $1-Ug=1+iU/\sqrt{4t^2-E^2}$, so for $U<0$
\begin{equation}
\Delta N=\frac1\pi\arctan\frac{|U|}{\sqrt{4t^2-E^2}} .
\end{equation}
This tends to $1/2$ at both edges. Thus $\Delta N$ drops from 1 to $1/2$ on entering the band and from $1/2$ to 0 on leaving it. The half steps come from the divergence of $g$ at the edges of this one-dimensional band. Above the band nothing has been gained: states have been moved, not created.

\section{Any finite region}

Let $V$ act within a region $P$ of $m$ orbitals. Solving $G=G_0+G_0VG$ gives $G=(1-G_0V)^{-1}G_0$, so
\begin{equation}
G-G_0=G_0VG=G_0V(1-G_0V)^{-1}G_0 .
\end{equation}
Under the trace, first the last $G_0$ and the first are brought together, then $V$ is moved to the end:
\begin{align}
\mathrm{Tr}(G-G_0)&=\mathrm{Tr}\big[V(1-G_0V)^{-1}G_0^2\big]
=\mathrm{Tr}\big[(1-G_0V)^{-1}G_0^2V\big]\nonumber\\
&=\mathrm{Tr}\Big[(1-G_0V)^{-1}\frac{d}{dz}(1-G_0V)\Big]
=\frac{d}{dz}\ln\det(1-G_0V).
\label{eq:trace}
\end{align}
The second line uses $\frac{d}{dz}(1-G_0V)=G_0^2V$ and $d\ln\det M=\mathrm{Tr}\,M^{-1}dM$. The traces are finite for an infinite host when $\mathrm{Im}\,z>0$, since $V$ has finite rank.

Let $Q$ be everything outside $P$. The columns of $G_0V$ belonging to $Q$ vanish, so
\begin{equation}
1-G_0V=\begin{pmatrix}1-G_0^{PP}V^{PP}&0\\-G_0^{QP}V^{PP}&1\end{pmatrix},
\quad
D(z)\equiv\det(1-G_0V)=\det{}_P(1-G_0^{PP}V^{PP}).
\label{eq:block}
\end{equation}
The block $G_0^{QP}$ is not zero, but it does not enter the determinant. Once $G_0^{PP}$ is known, the cost of $D$ grows as $m^3$ with dense algebra and does not depend on the size of the host.

For $m=1$ the one-site result returns. For the three-site example, the numerical check compares $D$ at $z=(0.3+0.1i)t$ with the ratio of determinants over all 1200 sites of a ring, and also tests (\ref{eq:trace}) there.

The opening number can now be read as a residue. Near a bound level, $G\simeq|b\rangle\langle b|/(z-E_b)$. The full trace has residue $\langle b|b\rangle=1$; a trace over $P$ alone would have residue $\langle b|P|b\rangle=0.750$. The determinant is local, but its logarithmic derivative is the full trace.

\section{Integration and the branch of the logarithm}

Integrating (\ref{eq:dos}) with (\ref{eq:trace}) gives Lloyd's formula,
\begin{equation}
\boxed{\;\Delta N(E)=-\frac1\pi\,\mathrm{Im}\ln\det{}_P\big[1-G_0(E+i0)V\big]\;}
\label{eq:lloyd}
\end{equation}
provided that the logarithm is continuous along the path and vanishes at its start. Both can be arranged.

At large $|z|$, $G_0\to1/z$ within $P$ and $D\to1$, so $\ln D\to0$ can be required. In the upper half plane $D$ has no zero. If it had one, there would be a vector $u\ne0$ with $u=G_0Vu$. Applying $z-H_0$ gives $Hu=zu$ with normalizable $u$ and complex $z$, which a Hermitian $H$ forbids. Hence $\ln D$ is analytic for $\mathrm{Im}\,z>0$, and (\ref{eq:lloyd}) is its limit on the real axis. At a bound level or a band edge the limit can jump, and $E$ is kept off such points.

A single value of $D$ gives its phase only up to $2\pi$, that is, $\Delta N$ up to an even integer. No scan over energy is needed to remove this ambiguity. Let $\mu_i$ be the eigenvalues of $G_0V$ in $P$, and replace $V$ by $sV$ with $0\le s\le1$:
\begin{equation}
D_s(z)=\prod_i\,[1-s\mu_i(z)].
\end{equation}
The argument above applies to every $sV$, so no factor vanishes for $\mathrm{Im}\,z>0$. As $s$ grows, each factor moves on a straight line from 1 to $1-\mu_i$. A line starting at 1 can reach the negative real axis only by running along the real axis through 0, which is excluded. Its phase therefore stays between $-\pi$ and $\pi$. The sum of phases is continuous in $s$ and $z$, is zero at $s=0$, and tends to zero at large $|z|$; it is the required branch:
\begin{equation}
\Delta N(E)=-\frac1\pi\sum_i\mathrm{Arg}\,[1-\mu_i(E+i0)],
\label{eq:branch}
\end{equation}
with principal arguments. Below or above the whole spectrum of $H_0$, $G_0^{PP}$ is definite, $G_0^{PP}=\mp A^2$ with $A$ Hermitian, so the $\mu_i$ are the eigenvalues of the Hermitian matrix $\mp AV^{PP}A$ and are real. There the infinitesimal imaginary part must be kept to decide between $+\pi$ and $-\pi$.

\textbf{Test against a full spectrum.} A finite ring has discrete levels, so its count is a staircase. Smoothing both sides with a Fermi function $f$ of chemical potential $\mu$ (not to be confused with the eigenvalues $\mu_i$) makes them comparable. With $E_i$ and $\varepsilon_i$ the perturbed and free levels, integration by parts gives
\begin{equation}
\sum_i[f(E_i)-f(\varepsilon_i)]=\int f\,\Delta n\,dE=\int\Big(-\frac{df}{dE}\Big)\Delta N(E)\,dE .
\end{equation}
The boundary terms vanish because $\Delta N=0$ at $-\infty$ and $f=0$ at $+\infty$. For $k_BT=0.05\,t$, per spin:

\begin{center}
\begin{tabular}{ccccc}
$\mu/t$ & Lloyd & ring & on 3 sites & elsewhere\\
\hline
$-1$ & 0.30141 & 0.30141 & 0.3008 & $+0.0006$\\
$0$ & 0.36589 & 0.36589 & 0.3771 & $-0.0112$\\
$1$ & 0.48141 & 0.48141 & 0.5583 & $-0.0769$
\end{tabular}
\end{center}

The $3\times3$ determinant reproduces the count over the whole ring. The last two columns split the ring's count. At $\mu=-t$ the three sites account for almost all of the total, because the changes on the outer sites, which have both signs, nearly cancel in the sum; at $\mu=t$ they gain more than the total, and the surroundings lose the difference. The occupation change of the region is thus no substitute for $\Delta N$, even where the two happen to be close.

\section{From the determinant to scattering}

Write $G_0^\pm=G_0(E\pm i0)$ and $D^\pm=D(E\pm i0)$, with $E$ inside the continuum and no bound state there. Since $(G_0^+)^\dagger=G_0^-$,
\begin{equation}
(D^+)^*=\det(1-VG_0^-)=\det(1-G_0^-V)=D^- .
\end{equation}
By (\ref{eq:lloyd}), $D^+=|D^+|e^{-i\pi\Delta N}$, so $D^-/D^+=e^{2\pi i\Delta N}$. The same ratio can be written with $T=V(1-G_0^+V)^{-1}$. Splitting $1-G_0^-V=(1-G_0^+V)+(G_0^+-G_0^-)V$,
\begin{equation}
\frac{D^-}{D^+}=\det\big[(1-G_0^-V)(1-G_0^+V)^{-1}\big]
=\det\big[1+(G_0^+-G_0^-)T\big].
\end{equation}
The difference of resolvents is $G_0^+-G_0^-=-2\pi i\,\delta(E-H_0)$. Let $|a\rangle$ be the free waves at energy $E$, normalized so that $\delta(E-H_0)=\sum_a|a\rangle\langle a|$. The identity $\det(1+AB)=\det(1+BA)$ then moves the determinant from the region to the open channels:
\begin{equation}
e^{2\pi i\Delta N(E)}=\det\big[\delta_{ab}-2\pi i\langle a|T|b\rangle\big]=\det S(E).
\label{eq:S}
\end{equation}

That this matrix is the scattering matrix can be seen on the chain. With $E=-2t\cos k$, $0<k<\pi$, and $v=dE/dk=2t\sin k$, equation (\ref{eq:g}) gives $G_0^+(n-m)=-(i/v)e^{ik|n-m|}$. An incoming wave $\phi_n=e^{ikn}$ produces $\psi=\phi+G_0^+V\psi$, where $V\psi=T\phi$. To the right of the region,
\begin{equation}
\psi_n=e^{ikn}\Big[1-\frac iv\sum_{m,m'}e^{-ikm}T_{mm'}e^{ikm'}\Big].
\end{equation}
The bracket is the transmission amplitude. It is the diagonal element in (\ref{eq:S}), because $\int\frac{dk'}{2\pi}\,\delta(E-E_{k'})$ gives each of the two waves $\pm k$ the weight $1/(2\pi v)$. The other elements follow in the same way.

\textbf{One-site limit.} Here $T=U/(1+iU/v)$. The transmission amplitude is $\tau=1-iT/v=1/(1+iU/v)$ and the reflection amplitude is $-iT/v=\tau-1$, from either side. Then $\det S=\tau^2-(\tau-1)^2=2\tau-1=(1-iU/v)/(1+iU/v)$, which is $D^-/D^+$.

\textbf{Three-site test.} At $E=-0.4\,t$, matching waves across the region gives $\det S=-0.4753+0.8798i$. The determinant gives $\Delta N=0.32883$, and $e^{2\pi i\Delta N}$ has the same value to the digits shown.

The matrix $S$ is unitary. Inserting $T^\dagger=V+T^\dagger G_0^-V$ in $T^\dagger G_0^+T$ and $T=V+VG_0^+T$ in $T^\dagger G_0^-T$, and subtracting, gives $T^\dagger(G_0^+-G_0^-)T=T-T^\dagger$. Between channels this reads $\langle a|T-T^\dagger|b\rangle=-2\pi i\sum_c\langle a|T^\dagger|c\rangle\langle c|T|b\rangle$, which cancels the quadratic term in $S^\dagger S$ and leaves $S^\dagger S=1$. The eigenvalues of $S$ are therefore $e^{2i\delta_a}$ with real $\delta_a$. Equation (\ref{eq:S}) fixes $\sum_a\delta_a$ up to a multiple of $\pi$. If the eigenphases are followed continuously from zero as the coupling $s$ is switched on, with no bound state in the continuum at $E$ on the way, both sides start at zero and
\begin{equation}
\Delta N(E)=\frac1\pi\sum_a\delta_a(E).
\label{eq:phases}
\end{equation}

\section{Spherical scatterer and the Friedel sum rule}

A spherical potential in a free-electron gas conserves angular momentum. Each $l$ has $2l+1$ orbital channels with the same $\delta_l$, and spin doubles the count. From here on $\Delta N$ includes both spins:
\begin{equation}
\Delta N(E)=\frac2\pi\sum_l(2l+1)\,\delta_l(E).
\label{eq:sphere}
\end{equation}

Now place an extra charge $Ze$ in the metal. The bulk fixes $E_F$, and at zero temperature the states up to $E_F$ are filled. If the electrons, treated as independent particles in an effective potential, screen the charge completely, the number of displaced electrons is $Z$:
\begin{equation}
\boxed{\;Z=\frac2\pi\sum_l(2l+1)\,\delta_l(E_F)\;}
\label{eq:friedel}
\end{equation}
This is the Friedel sum rule. Equation (\ref{eq:sphere}) is an identity for a given potential; (\ref{eq:friedel}) adds neutrality, and so restricts which potentials are acceptable.

\textbf{The determinant in continuous space.} In Hartree atomic units, with $E=k^2/2$, the radial Green function obeys $[E+\frac12\partial_r^2-l(l+1)/2r^2]\,g_l=\delta(r-r')$. Take $g_l=c\,u(r_<)w(r_>)$ with $u=kr\,j_l(kr)$, regular at the origin, and $w=kr\,h_l^{(1)}(kr)$, outgoing; $r_<$ and $r_>$ are the smaller and larger of $r,r'$. The slope jump requires $\frac c2(uw'-u'w)=1$. At large $r$, $u\to\sin x$ and $w\to-ie^{ix}$ with $x=kr-l\pi/2$, so the constant Wronskian is $k\,(\sin x+i\cos x)e^{ix}=ik$. Thus $c=-2i/k$ and
\begin{equation}
g_l(r,r')=-2ik\,rr'\,j_l(kr_<)\,h^{(1)}_l(kr_>).
\end{equation}
For a bounded potential of finite range, $1-g_lV$ has a Fredholm determinant $D_l$, and $\delta_l=-\mathrm{Im}\ln D_l$. On a quadrature grid it becomes a finite matrix, and $r$ is needed only where $V\neq0$.

\textbf{Weak limit.} To first order $\ln D_l\simeq-\int g_l(r,r)V\,dr$, so $\delta_l\simeq-2k\int r^2j_l^2(kr)V\,dr$. The identity $\sum_l(2l+1)j_l^2=1$ follows from averaging $|e^{i\mathbf k\cdot\mathbf r}|^2=1$ over angles in its partial-wave expansion. Therefore
\begin{equation}
\Delta N\simeq-\frac{4k}{\pi}\int r^2V\,dr=-\frac{k}{\pi^2}\int V\,d^3r .
\end{equation}
Here $k/\pi^2$ is the free density of states per volume for both spins, in agreement with the one-site limit.

\textbf{Screening one unit of charge.} Let $k_F=1$ bohr$^{-1}$, so $E_F=0.5$ hartree, and let the effective potential be a well of depth $W$ and radius $R=2$ bohr. This is a model with one free parameter, not a self-consistent potential. Requiring $\Delta N(E_F)=1$ from the determinants gives $W=0.2638$ hartree (7.18 eV).

The phase shifts can be found independently. Inside, the wave is $j_l(qr)$ with $q^2=k^2+2W$; outside it is $\cos\delta_l\,j_l(kr)-\sin\delta_l\,y_l(kr)$. Equating logarithmic derivatives at $R$ and solving for the phase,
\begin{equation}
\tan\delta_l=\frac{k\,j_l'(kR)\,j_l(qR)-q\,j_l'(qR)\,j_l(kR)}{k\,y_l'(kR)\,j_l(qR)-q\,j_l'(qR)\,y_l(kR)} ,
\end{equation}
where primes denote derivatives with respect to the argument. At $k_F$ this gives $\delta_0=0.5719$, $\delta_1=0.2749$, $\delta_2=0.0319$ and $\delta_3=0.0020$, in agreement with the determinants within $3\times10^{-5}$ rad. The electrons displaced in each partial wave, $2(2l+1)\delta_l/\pi$, are
\begin{equation}
0.3641+0.5249+0.1014+0.0090+0.0005=0.9999
\end{equation}
for $l=0$ to 4. The $p$ waves contribute most: their phase shift is about half that of the $s$ wave, but there are three of them.

The first-order estimate with this depth is $0.10132\times33.51\times0.26381=0.896$, about 10\% below the full count. Diagonalizing the radial Hamiltonians in a box of radius 80 bohr, with a thermal width of 0.025 hartree, gives 0.9996 displaced electrons on a grid of step 0.04 bohr and 0.9993 on a grid of step 0.01 bohr; the smoothed Lloyd count is 0.99925, so the difference on the coarser grid is discretization error. No negative level appears in the box, and none exists without it: the first bound state requires $\sqrt{2W}R>\pi/2$, that is $W>\pi^2/8R^2=0.308$ hartree. In this model the extra charge is screened by scattering states alone.

\section{Where the conditions matter}

If $V$ depends on energy, the derivative of $1-G_0V$ acquires the term $-G_0V'$. Since $(1-G_0V)^{-1}G_0=G$,
\begin{equation}
\frac{d}{dz}\ln\det(1-G_0V)=\mathrm{Tr}(G-G_0)-\mathrm{Tr}(GV'),
\end{equation}
and the determinant alone no longer gives the integrated trace. A local determinant also needs a local $V$. The bare Coulomb potential of an added charge does not qualify; the sum rule refers to the screened potential. A cutoff that removes part of its tail omits a contribution to $\Delta N$. The weak limit, applied with the retained potential included in $H_0$, gives it to first order in the tail as $-\int\rho(\mathbf r,E)\,V\,d^3r$ over the removed part, where $\rho$ is the local density of states in the retained potential. Where $\rho$ has returned to its free value, this is $-\frac{k}{\pi^2}\int V\,d^3r$.

\section*{Numbers as computed}
\begin{verbatim}
CHAIN (energies in units of t, counts per spin)
site-level changes: [-0.5 -1.  -0.3]  bond changes: 0.2 0.1
ring used for the check: 1200 sites
bound level from 3x3 determinant: -2.217499 t
lowest ring eigenvalue:           -2.217499 t
Lloyd count between bound level and band: 1.000000
of this state, on the three sites: 0.749841, in the tails outside: 0.250159
thermal smoothing kT = 0.05 t
mu/t  DN sharp  Lloyd smoothed  ring smoothed  on 3 sites  elsewhere
-1.0  0.300999  0.301414        0.301414       0.300842    +0.000572
 0.0  0.365612  0.365889        0.365890       0.377128    -0.011239
 1.0  0.481795  0.481412        0.481412       0.558303    -0.076891
E = -0.4 t: det S by matching = -0.475288 +0.879830i
E = -0.4 t: exp(2 pi i DN)    = -0.475288 +0.879830i, DN = 0.328828
SPHERICAL WELL (Hartree atomic units, both spins)
k_F = 1.0 1/bohr, E_F = 0.5 hartree, radius = 2.0 bohr, Z = 1.0
depth that satisfies the sum rule: 0.26381 hartree = 7.179 eV
l   delta_l (Lloyd)/rad   delta_l (matching)/rad   electrons
0   0.57191               0.57189                  0.36407
1   0.27487               0.27486                  0.52495
2   0.03186               0.03186                  0.10140
3   0.00203               0.00203                  0.00904
4   0.00008               0.00008                  0.00048
Friedel sum from matched phase shifts, l = 0 to 6: 0.99996
box radius 80.0 bohr, grid step 0.04 bohr, kT = 0.025 hartree
smoothed count: Lloyd 0.99925, box 0.99957
negative levels of the well in the box: 0
free density of states at E_F: 0.10132 per hartree per bohr^3
first-order estimate of DN at the full depth: 0.89570
\end{verbatim}
